# Static RPA screening of graphene, neutral and doped: a program that tests the result

```python
# Static polarizability Pi(q) = -chi0(q,0) of a 2D Dirac cone H = v sigma.k, degeneracy g = 4.
# Definition: Pi = g Int d2k/(2pi)^2 Sum_{ss'} F (f_{s,k}-f_{s',k+q})/(E_{s',k+q}-E_{s,k}),
# F = |<s k|s' k+q>|^2.  Claims at T = 0 (Hartree units, N_F = g kF/(2 pi v), alpha = 1/(kappa v)):
#   neutral: Pi = g q/(16 v), eps = 1 + 2 pi Pi/(kappa q) = 1 + pi alpha/2
#   doped:   Pi = N_F (q <= 2kF); N_F[1 + q/(4kF) arccos(2kF/q) - sqrt(1-4kF^2/q^2)/2] (q > 2kF)
# kF Fermi wave vector, mu chemical potential, T temperature, kappa background constant.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy import constants as sc

g = 4
pi = np.pi
rng = np.random.default_rng(1)


def pi_closed(q, kf):
    """Derived T=0 formula in units of g/(2 pi v)."""
    if q <= 2 * kf:
        return kf
    x = 2 * kf / q
    return kf + q / 4 * np.arccos(x) - kf / 2 * np.sqrt(1 - x * x)


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def bands(kx, ky, v):
    h = np.zeros(kx.shape + (2, 2), complex)
    h[..., 0, 1] = v * (kx - 1j * ky)
    h[..., 1, 0] = v * (kx + 1j * ky)
    return np.linalg.eigh(h)


def overlaps(u1, u2):
    return np.abs(np.einsum('...as,...at->...st', u1.conj(), u2)) ** 2


def pi_diagonalized(q, mu, T, v=1.0, scale=2.0):
    """Defining integral with numerical eigenstates; T=0 is used only with mu=0.
    Polar grid on the half plane kx > -q/2 (symmetry k -> -k-q) and ky > 0."""
    x, wx = gauss(300, 0.0, 1.0)
    total = 0.0
    for lo, hi in ((0.0, pi / 2), (pi / 2, pi)):
        ph, wp = gauss(120, lo, hi)
        if lo == 0.0:
            tmax = np.ones_like(ph)
        else:
            rmax = q / (2 * np.abs(np.cos(ph)))
            tmax = rmax / (rmax + scale)
        t = tmax[:, None] * x[None, :]
        r = scale * t / (1 - t)
        wt = wp[:, None] * tmax[:, None] * wx[None, :] * scale / (1 - t) ** 2 * r
        kx, ky = r * np.cos(ph)[:, None], r * np.sin(ph)[:, None]
        e1, u1 = bands(kx, ky, v)
        e2, u2 = bands(kx + q, ky, v)
        a, b = e1[..., :, None], e2[..., None, :]
        d = b - a
        small = np.abs(d) < 1e-7 * v * scale
        safe = np.where(small, 1.0, d)
        if T > 0:
            ta, tb = np.tanh((a - mu) / (2 * T)), np.tanh((b - mu) / (2 * T))
            dd = np.where(small, (1 - ta ** 2) / (4 * T), 0.5 * (tb - ta) / safe)
        else:
            dd = np.where(small, 0.0, ((a < mu) * 1.0 - (b < mu) * 1.0) / safe)
        total += np.sum(wt * np.sum(overlaps(u1, u2) * dd, axis=(-1, -2)))
    return g * 4 * total / (4 * pi ** 2)


def tanh_sinh(a, b):
    h = 0.03
    t = h * np.arange(-90, 91)
    s = pi / 2 * np.sinh(t)
    return a + (b - a) * (1 + np.tanh(s)) / 2, (b - a) * h * pi / 4 * np.cosh(t) / np.cosh(s) ** 2


w_nodes, w_wts = gauss(240, 0.0, 40.0)
decay = np.exp(-w_nodes)[None, :]


def intraband(q, chiral=True):
    """Allowed transitions k<1 -> |k+q|>1 in the conduction band; v = kF = 1, units of N_F."""
    segs = [(1 - q, 1)] if q < 1 else ([(0, q - 1), (q - 1, 1)] if q < 2 else [(0, 1)])
    total = 0.0
    for a, b in segs:
        k, wk = tanh_sinh(a, b)
        k = k[:, None]
        pm = np.arccos(np.clip((1 - k * k - q * q) / (2 * k * q), -1, 1))
        x = pm * decay
        ph = pm - x
        par, perp = k + q * np.cos(ph), q * np.sin(ph)
        kp = np.hypot(par, perp)
        F = np.cos(np.arctan2(perp, par) / 2) ** 2 if chiral else 1.0
        gap = (q * q + 2 * k * q * np.cos(ph)) / (kp + k)
        total += np.sum(wk[:, None] * w_wts[None, :] * x * k * F / gap)
    return 2 / pi * total


def interband(q):
    """Allowed valence -> empty conduction (radius r>1) transitions; units of N_F."""
    u, wu = tanh_sinh(0.0, 1.0)
    R = max(q, 1.0)
    parts = [(R / u, wu * R / u ** 2)]
    if q > 1:
        parts.append(tanh_sinh(1.0, q))
    total = 0.0
    for r, wr in parts:
        r = r[:, None]
        x = pi * decay
        par, perp = r - q * np.cos(x), q * np.sin(x)
        F = np.sin(np.arctan2(perp, par) / 2) ** 2
        total += np.sum(wr[:, None] * w_wts[None, :] * x * r * F / (r + np.hypot(par, perp)))
    return 2 / pi * total


# chirality factor against eigenvectors, and the combined doped kernel
k1, k2 = rng.normal(size=(50, 2)), rng.normal(size=(50, 2))
n1, n2 = np.linalg.norm(k1, axis=1), np.linalg.norm(k2, axis=1)
cth = np.sum(k1 * k2, axis=1) / (n1 * n2)
ov = overlaps(bands(k1[:, 0], k1[:, 1], 1.0)[1], bands(k2[:, 0], k2[:, 1], 1.0)[1])
assert np.allclose(ov[:, 1, 1], (1 + cth) / 2, atol=1e-12)
assert np.allclose(ov[:, 0, 1], (1 - cth) / 2, atol=1e-12)
qv = k2 - k1
qn = np.linalg.norm(qv, axis=1)
cph = np.sum(k1 * qv, axis=1) / (n1 * qn)
assert np.allclose(ov[:, 1, 1] / (n2 - n1) - ov[:, 0, 1] / (n1 + n2),
                   (2 * n1 + qn * cph) / (qn * (qn + 2 * n1 * cph)), rtol=1e-8, atol=1e-10)

# elliptic coordinates: Jacobian = k k', and k k' F_- = q^2 sin^2(nu)/4
m_, n_, q_ = sp.symbols('m n q', positive=True)
X, Y = q_ / 2 * (sp.cosh(m_) * sp.cos(n_) - 1), q_ / 2 * sp.sinh(m_) * sp.sin(n_)
jac = sp.Matrix([X, Y]).jacobian([m_, n_]).det()
ka, kb = sp.sqrt(X ** 2 + Y ** 2), sp.sqrt((X + q_) ** 2 + Y ** 2)
for vals in ({m_: 0.3, n_: 0.8, q_: 1.7}, {m_: 1.9, n_: 4.0, q_: 0.6}):
    for expr in (jac - ka * kb, ka + kb - q_ * sp.cosh(m_), kb - ka - q_ * sp.cos(n_),
                 (ka * kb - X * (X + q_) - Y ** 2) / 2 - q_ ** 2 * sp.sin(n_) ** 2 / 4):
        assert abs(float(expr.subs(vals))) < 1e-11
assert abs(quad(lambda m: 1 / np.cosh(m), 0, 50)[0] - pi / 2) < 1e-9

# angular principal value of the doped kernel, and the radial integral
for k, q in ((0.3, 1.0), (0.45, 1.0), (0.7, 1.0), (2.0, 0.5)):
    if q > 2 * k:
        val = quad(lambda p: (2 * k + q * np.cos(p)) / (q + 2 * k * np.cos(p)), 0, pi)[0]
        ref = 1 - np.sqrt(1 - 4 * k * k / q ** 2)
    else:
        p0 = np.arccos(-q / (2 * k))
        val = quad(lambda p: -(2 * k + q * np.cos(p))
                   / (2 * k * np.sin((p + p0) / 2) * np.sinc((p - p0) / (2 * pi))),
                   0, pi, weight='cauchy', wvar=p0)[0]
        ref = 1.0
    assert abs(2 * k * val / (pi * q) - ref) < 1e-7
for q in (2.3, 5.0):
    assert abs(1 + quad(lambda k: np.sqrt(1 - 4 * k * k / q ** 2), 1, q / 2)[0] - pi_closed(q, 1)) < 1e-7

# 2D Fourier transform of 1/r
assert abs(2 * pi * float(mp.quadosc(lambda r: mp.j0(1.3 * r), [0, mp.inf], period=2 * mp.pi / 1.3))
           - 2 * pi / 1.3) < 1e-7

print("Checks (v = kF = 1 unless stated)")
for q in (0.6, 2.5):
    val = pi_diagonalized(q, 0.0, 0.0)
    assert abs(val / (g * q / 16) - 1) < 1e-6
    print(f"neutral T=0, q={q}: Pi v/q from diagonalization = {val / q:.7f}")

for q in (0.1, 0.5, 1.5, 1.9, 3.0):
    a, b = intraband(q), interband(q)
    assert abs(a + b - pi_closed(q, 1.0)) < 1e-7
    print(f"q/kF={q}: intra/N_F={a:.6f} inter/N_F={b:.6f} sum={a + b:.6f} Pi0/N_F={pi * q / 8:.6f}")
ratio_small = interband(0.1) / (0.1 ** 2 / 8)
assert abs(ratio_small - 1) < 5e-3
print(f"interband/(N_F q^2/8kF^2) at q/kF=0.1: {ratio_small:.5f}")

delta = 0.01
excess = intraband(2 * (1 + delta)) + interband(2 * (1 + delta)) - 1
ratio_thr = excess / (2 * np.sqrt(2) / 3 * delta ** 1.5)
assert abs(ratio_thr - 1) < 0.02
print(f"threshold delta=0.01: Pi/N_F-1 = {excess:.4e}, ratio to (2 sqrt2/3) delta^1.5 = {ratio_thr:.4f}")
scal = [intraband(2 * (1 + d), chiral=False) for d in (1e-4, 4e-4, 1.6e-3)]
expo = np.log((scal[1] - scal[2]) / (scal[0] - scal[1])) / np.log(4)
assert abs(expo - 0.5) < 0.05
print(f"cusp exponent above 2kF with overlap set to 1: {expo:.3f}")
ratio_big = (intraband(20.0) + interband(20.0) - pi * 20 / 8) / (2 / (3 * 20.0 ** 2))
assert abs(ratio_big - 1) < 5e-3
print(f"(Pi-Pi0)/(2 N_F kF^2/3q^2) at q/kF=20: {ratio_big:.5f}")


def thermal_average(q, mu, T):
    lo, hi = mu - 40 * T, mu + 40 * T
    pts = sorted({p for p in (-q / 2, 0.0, q / 2, mu) if lo < p < hi})
    f = lambda m: pi_closed(q, abs(m)) / (4 * T * np.cosh((mu - m) / (2 * T)) ** 2)
    return g / (2 * pi) * quad(f, lo, hi, points=pts, limit=300, epsabs=1e-11)[0]


for q, mu, T in ((0.5, 1.0, 0.1), (2.0, 1.0, 0.1), (3.5, 1.0, 0.1), (0.5, 0.0, 1.0)):
    val, ref = pi_diagonalized(q, mu, T), thermal_average(q, mu, T)
    assert abs(val / ref - 1) < 1e-6
    print(f"q={q} mu={mu} T={T}: Pi diagonalized={val:.7f} averaged formula={ref:.7f}")
ratio_T = val / (g * np.log(2) / pi)
assert abs(ratio_T - 1) < 0.015
print(f"neutral, vq/T=0.5: Pi/(g T ln2/(pi v^2)) = {ratio_T:.4f}")

# honeycomb lattice, hopping t = 1, bond a = 1, neutral; spin factor 2, both valleys from the zone sum
N = 1800
phase = np.exp(-2j * pi * (np.arange(N) + 0.5) / N)
fp = 1 + phase[:, None] + phase[None, :]
energy = np.abs(fp)
lat = []
for m in (24, 48, 96):
    q = 4 * pi / 3 * m / N
    e2 = np.roll(energy, -m, axis=0)
    cosang = (fp.conj() * np.roll(fp, -m, axis=0) * np.exp(2j * pi * m / (3 * N))).real / (energy * e2)
    val = 2 * 2 * np.mean((1 - cosang) / 2 / (energy + e2)) / (3 * np.sqrt(3) / 2)
    lat.append(val / (q / (4 * 1.5)))
    print(f"lattice qa={q:.4f}: Pi/(q/4v) = {lat[-1]:.5f}")
extrap = 8 / 3 * lat[0] - 2 * lat[1] + lat[2] / 3
assert abs(extrap - 1) < 2e-3 and abs(lat[0] - 1) < 0.04
print(f"lattice ratio extrapolated to q=0: {extrap:.5f}")

# worked example
bohr = sc.physical_constants['Bohr radius'][0]
hartree_ev = sc.physical_constants['Hartree energy in eV'][0]
v_si, n_cm = 1.0e6, 1.0e12
v = v_si / sc.physical_constants['atomic unit of velocity'][0]
dens = n_cm * 1e4 * bohr ** 2
kf = np.sqrt(4 * pi * dens / g)
nf = g * kf / (2 * pi * v)
print("Worked example (Hartree atomic units)")
print(f"input v = {v_si:.1e} m/s = {v:.5f} a.u.; n = {n_cm:.1e} cm^-2 = {dens:.5e} bohr^-2")
print(f"kF = {kf:.5e} bohr^-1 = {kf / bohr * 1e-9:.5f} nm^-1")
print(f"EF = {v * kf:.5e} Ha = {v * kf * hartree_ev:.5f} eV")
print(f"N_F = {nf:.5e} Ha^-1 bohr^-2")
print(f"neutral slope Pi/q = {g / (16 * v):.5f} Ha^-1 bohr^-1")
pi_neutral = pi_diagonalized(kf, 0.0, 0.0, v=v, scale=2 * kf)
for kappa in (1.0, 2.5):
    alpha = 1 / (kappa * v)
    eps0 = 1 + pi * alpha / 2
    assert abs(1 + 2 * pi / (kappa * kf) * pi_neutral - eps0) < 1e-5
    qtf = g * alpha * kf
    print(f"kappa={kappa}: alpha_g={alpha:.5f}, neutral eps={eps0:.5f}, kappa*eps={kappa * eps0:.5f}")
    print(f"kappa={kappa}: q_TF={qtf:.5e} bohr^-1 = {qtf / bohr * 1e-9:.4f} nm^-1, q_TF/kF={qtf / kf:.4f}")
    for y in (0.5, 1.5, 2.0, 4.0, 10.0):
        p = pi_closed(y, 1.0)
        eps = 1 + qtf / (y * kf) * p
        if y != 2.0:
            direct = nf * (intraband(y) + interband(y))
            assert abs(1 + 2 * pi / (kappa * y * kf) * direct - eps) < 1e-5
        print(f"  q/kF={y}: Pi/N_F={p:.5f}, Pi={p * nf:.5e} Ha^-1 bohr^-2, eps={eps:.5f}")
kT = sc.k * 300 / sc.e / hartree_ev
print(f"300 K: kT={kT:.4e} Ha, kT/v={kT / v:.4e} bohr^-1, kT/EF={kT / (v * kf):.4f}")
print("all tests passed")
```

Printed output:

```
Checks (v = kF = 1 unless stated)
neutral T=0, q=0.6: Pi v/q from diagonalization = 0.2500000
neutral T=0, q=2.5: Pi v/q from diagonalization = 0.2500000
q/kF=0.1: intra/N_F=0.998749 inter/N_F=0.001251 sum=1.000000 Pi0/N_F=0.039270
q/kF=0.5: intra/N_F=0.967875 inter/N_F=0.032125 sum=1.000000 Pi0/N_F=0.196350
q/kF=1.5: intra/N_F=0.627860 inter/N_F=0.372140 sum=1.000000 Pi0/N_F=0.589049
q/kF=1.9: intra/N_F=0.442022 inter/N_F=0.557978 sum=1.000000 Pi0/N_F=0.746128
q/kF=3.0: intra/N_F=0.214770 inter/N_F=1.043354 sum=1.258124 Pi0/N_F=1.178097
interband/(N_F q^2/8kF^2) at q/kF=0.1: 1.00104
threshold delta=0.01: Pi/N_F-1 = 9.3674e-04, ratio to (2 sqrt2/3) delta^1.5 = 0.9936
cusp exponent above 2kF with overlap set to 1: 0.492
(Pi-Pi0)/(2 N_F kF^2/3q^2) at q/kF=20: 1.00150
q=0.5 mu=1.0 T=0.1: Pi diagonalized=0.6366436 averaged formula=0.6366436
q=2.0 mu=1.0 T=0.1: Pi diagonalized=0.6550746 averaged formula=0.6550746
q=3.5 mu=1.0 T=0.1: Pi diagonalized=0.9158746 averaged formula=0.9158746
q=0.5 mu=0.0 T=1.0: Pi diagonalized=0.8891601 averaged formula=0.8891601
neutral, vq/T=0.5: Pi/(g T ln2/(pi v^2)) = 1.0075
lattice qa=0.0559: Pi/(q/4v) = 1.00151
lattice qa=0.1117: Pi/(q/4v) = 1.00141
lattice qa=0.2234: Pi/(q/4v) = 0.99661
lattice ratio extrapolated to q=0: 1.00008
Worked example (Hartree atomic units)
input v = 1.0e+06 m/s = 0.45710 a.u.; n = 1.0e+12 cm^-2 = 2.80029e-05 bohr^-2
kF = 9.37942e-03 bohr^-1 = 0.17725 nm^-1
EF = 4.28736e-03 Ha = 0.11667 eV
N_F = 1.30630e-02 Ha^-1 bohr^-2
neutral slope Pi/q = 0.54692 Ha^-1 bohr^-1
kappa=1.0: alpha_g=2.18769, neutral eps=4.43642, kappa*eps=4.43642
kappa=1.0: q_TF=8.20771e-02 bohr^-1 = 1.5510 nm^-1, q_TF/kF=8.7508
  q/kF=0.5: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=18.50153
  q/kF=1.5: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=6.83384
  q/kF=2.0: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=5.37538
  q/kF=4.0: Pi/N_F=1.61418, Pi=2.10861e-02 Ha^-1 bohr^-2, eps=4.53134
  q/kF=10.0: Pi/N_F=3.93370, Pi=5.13858e-02 Ha^-1 bohr^-2, eps=4.44229
kappa=2.5: alpha_g=0.87508, neutral eps=2.37457, kappa*eps=5.93642
kappa=2.5: q_TF=3.28308e-02 bohr^-1 = 0.6204 nm^-1, q_TF/kF=3.5003
  q/kF=0.5: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=8.00061
  q/kF=1.5: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=3.33354
  q/kF=2.0: Pi/N_F=1.00000, Pi=1.30630e-02 Ha^-1 bohr^-2, eps=2.75015
  q/kF=4.0: Pi/N_F=1.61418, Pi=2.10861e-02 Ha^-1 bohr^-2, eps=2.41254
  q/kF=10.0: Pi/N_F=3.93370, Pi=5.13858e-02 Ha^-1 bohr^-2, eps=2.37691
300 K: kT=9.5004e-04 Ha, kT/v=2.0784e-03 bohr^-1, kT/EF=0.2216
all tests passed
```
